# Predicting One Temperature-Jump Relaxation Curve from Another by Ageing-Time Transformation: test program

```python
"""Single-parameter ageing: predict one temperature-jump curve from another.

Result under test, for jumps a and b ending at the same temperature T:
    t_b(R) = integral_0^{t_a(R)} exp(L * R_a(t)) dt,  L = (dX0_a - dX0_b) / X_c
R    : normalized distance of the property X from equilibrium (1 -> 0)
dX0  : initial distance of X from equilibrium, after the fast response
X_c  : property change that alters the structural clock rate by a factor e
Synthetic curves come from coupled rate equations for six modes, which never
use the time transformation. A jump is labelled by (initial - final)
temperature in K: positive = down jump, negative = up jump.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import odeint
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

# Round model parameters, regime of supercooled glycerol near its glass transition
T_FINAL = 187.0            # K
ACTIVATION = 2.0           # eV, apparent activation energy at T_FINAL
STRUCTURAL_SHARE = 0.6     # share of clock sensitivity carried by structure
TAU = 1000.0               # s, characteristic time in equilibrium at T_FINAL
ALPHA = -13.0              # fF/K, structural coefficient of the capacitance
T_VFT = 130.0              # K, divergence temperature for the curvature estimate
LAG = 2.0                  # s, time constant of the temperature controller
PLATEAU_ERROR = 0.2        # fF
NOISE = 0.05               # fF
GAP = 50e-6                # m, sample thickness
DIFFUSIVITY = 1e-7         # m^2/s, thermal diffusivity
LEVEL = 0.3                # value of R at which L is calibrated

weights = np.array([0.05, 0.08, 0.14, 0.24, 0.33, 0.16])
mode_times = TAU * 10.0 ** np.array([-2, -1.5, -1, -0.5, 0, 0.5])
sens_total = ACTIVATION * e_charge / (k_boltzmann * T_FINAL**2)   # 1/K
sens_struct = STRUCTURAL_SHARE * sens_total
sens_direct = sens_total - sens_struct
xc_true = ALPHA / sens_struct                                     # fF
times = np.concatenate([[0.0], np.logspace(-1, 5, 601)])          # s
JUMPS = (3, -3, -4, 1)


def simulate(jump, t_zero=None, lag=0.0, own_clocks=False):
    """Normalized mode offsets at all times; t_zero switches on clock curvature."""
    def rates(t, y):
        bath = jump * np.exp(-t / lag) if lag > 0 else 0.0
        offset = y if own_clocks else weights @ y
        log_clock = sens_struct * offset
        if t_zero is not None:
            span = T_FINAL - t_zero
            log_clock = log_clock * span / (span + offset)
        log_clock = log_clock + sens_direct * bath
        return -np.exp(log_clock) * (y - bath) / mode_times
    y = odeint(rates, np.full(6, float(jump)), times, tfirst=True,
               rtol=1e-10, atol=1e-12, mxstep=20000)
    return y / jump


def transform(t, R, L):
    """Cumulative trapezoid of exp(L R): times of the target curve."""
    g = np.exp(L * R)
    return np.concatenate([[0.0], np.cumsum(0.5 * (g[1:] + g[:-1]) * np.diff(t))])


def predict(t, R, L, t_wanted):
    return np.interp(t_wanted, transform(t, R, L), R)


def crossing(t, R, level):
    i = int(np.argmax(R < level))
    return t[i-1] + (t[i] - t[i-1]) * (R[i-1] - level) / (R[i-1] - R[i])


def find_L(t, R_a, R_b, level):
    ta, tb = crossing(t, R_a, level), crossing(t, R_b, level)
    return brentq(lambda L: np.interp(ta, t, transform(t, R_a, L)) / tb - 1, -12, 12)


def evaluate(R, dX):
    """Calibrate on the 3 K pair, then predict the other jumps from down 3 K."""
    xc = (dX[3] - dX[-3]) / find_L(times, R[3], R[-3], LEVEL)
    err = {j: np.max(np.abs(predict(times, R[3], (dX[3] - dX[j]) / xc, times) - R[j]))
           for j in (-3, -4, 1)}
    return xc, err


def curves(**options):
    return {j: simulate(j, **options) @ weights for j in JUMPS}


assert abs(weights.sum() - 1) < 1e-12
dX0 = {j: ALPHA * j for j in JUMPS}
modes = {j: simulate(j) for j in JUMPS}
R = {j: modes[j] @ weights for j in JUMPS}
L_true = (dX0[3] - dX0[-3]) / xc_true

# Equal R means equal mode state, and the local rate ratio is exp(L R)
log_t = np.log(times[1:])
spline = {j: CubicSpline(log_t, R[j][1:]) for j in JUMPS}


def log_time_at(j, level):
    return brentq(lambda u: float(spline[j](u)) - level, log_t[0], log_t[-1])


def state_gap(mode_set, level=0.5):
    states = []
    for j in (3, -3):
        curve = CubicSpline(log_t, mode_set[j][1:] @ weights)
        u = brentq(lambda v: float(curve(v)) - level, log_t[0], log_t[-1])
        states.append(CubicSpline(log_t, mode_set[j][1:])(u))
    return np.max(np.abs(states[0] - states[1]))


gap_shared = state_gap(modes)
assert gap_shared < 1e-5
ua, ub = log_time_at(3, 0.5), log_time_at(-3, 0.5)
ratio_half = float(spline[3](ua, 1) / np.exp(ua) / (spline[-3](ub, 1) / np.exp(ub)))
assert abs(ratio_half / np.exp(0.5 * L_true) - 1) < 1e-3

# Second-order convergence of the transformed time, source time 1000 s
t_exact = np.exp(log_time_at(-3, R[3][401]))
step_errors = []
for stride in (10, 5):
    pick = np.concatenate([[0], np.arange(1, 402, stride)])
    step_errors.append(transform(times[pick], R[3][pick], L_true)[-1] / t_exact - 1)
order_ratio = step_errors[0] / step_errors[1]
assert 3.5 < order_ratio < 4.5

# Calibration, constancy of L, predictions in both directions and held-out jumps
levels = (0.8, 0.5, 0.3, 0.1)
L_levels = [find_L(times, R[3], R[-3], v) for v in levels]
assert max(abs(v - L_true) for v in L_levels) < 0.005
xc, err = evaluate(R, dX0)
assert abs(xc / xc_true - 1) < 2e-3
assert max(err.values()) < 1e-3
L_pair = (dX0[3] - dX0[-3]) / xc
err_back = np.max(np.abs(predict(times, R[-3], -L_pair, times) - R[3]))
assert err_back < 1e-3

# Cruder recipes for the up 4 K jump
err_none = np.max(np.abs(R[3] - R[-4]))
factor = crossing(times, R[-4], 0.5) / crossing(times, R[3], 0.5)
err_factor = np.max(np.abs(np.interp(times, factor * times, R[3]) - R[-4]))
assert err_none > err_factor > 10 * err[-4]

# Negative control: every mode has its own clock
own_modes = {j: simulate(j, own_clocks=True) for j in JUMPS}
R_own = {j: own_modes[j] @ weights for j in JUMPS}
gap_own = state_gap(own_modes)
L_own = [find_L(times, R_own[3], R_own[-3], v) for v in levels]
_, err_own = evaluate(R_own, dX0)
assert max(L_own) - min(L_own) > 0.2
assert gap_own > 100 * gap_shared and err_own[-3] > 10 * err[-3]

# Neglected effects
_, err_arr = evaluate(curves(t_zero=0.0), dX0)
_, err_vft = evaluate(curves(t_zero=T_VFT), dX0)
assert err_vft[-3] < 0.3 * min(err_vft[-4], err_vft[1])
_, err_lag = evaluate(curves(lag=LAG), dX0)
dX_off = {j: dX0[j] + PLATEAU_ERROR for j in JUMPS}
R_off = {j: (dX0[j] * R[j] + PLATEAU_ERROR) / dX_off[j] for j in JUMPS}
_, err_off = evaluate(R_off, dX_off)
for case in (err_arr, err_vft, err_lag, err_off):
    assert max(case.values()) < 0.05

rng = np.random.default_rng(1)
sparse = np.concatenate([[0], np.arange(1, 602, 5)])
ts = times[sparse]
xc_noisy, rms_noisy = [], []
for _ in range(200):
    noisy = {}
    for j in (3, -3):
        noisy[j] = R[j][sparse] + rng.normal(0, NOISE / abs(dX0[j]), ts.size)
        noisy[j][0] = 1.0
    x = (dX0[3] - dX0[-3]) / find_L(ts, noisy[3], noisy[-3], LEVEL)
    xc_noisy.append(x)
    guess = predict(ts, noisy[3], (dX0[3] - dX0[-4]) / x, ts)
    rms_noisy.append(np.sqrt(np.mean((guess - R[-4][sparse])**2)))
assert abs(np.mean(xc_noisy) / xc_true - 1) < 0.01
assert np.std(xc_noisy) < 0.01 * abs(xc_true)

diffusion_time = GAP**2 / (np.pi**2 * DIFFUSIVITY)
slow_cold = mode_times[-1] * np.exp(-sens_total * min(JUMPS))

print(f"final temperature {T_FINAL:.0f} K, activation energy {ACTIVATION:.1f} eV")
print(f"structural share {STRUCTURAL_SHARE:.1f}, tau {TAU:.0f} s, alpha {ALPHA:.0f} fF/K")
print("mode weights:", *[f"{w:.2f}" for w in weights])
print("mode times (s):", *[f"{m:.1f}" for m in mode_times])
print(f"clock sensitivity: total {sens_total:.4f} /K, structural {sens_struct:.4f} /K")
print(f"initial dX0: down 3 K {dX0[3]:.0f} fF, up 3 K {dX0[-3]:.0f} fF")
print(f"initial dX0: up 4 K {dX0[-4]:.0f} fF, down 1 K {dX0[1]:.0f} fF")
print(f"X_c put into the model {xc_true:.3f} fF, L of the 3 K pair {L_true:.4f}")
print(f"R=0.5: largest mode-state gap, shared clock {gap_shared:.1e}")
print(f"R=0.5: rate ratio down/up {ratio_half:.4f}, exp(L/2) {np.exp(L_true/2):.4f}")
print(f"time error at 10 and 20 points/decade: {step_errors[0]:.2e}, {step_errors[1]:.2e}")
print(f"ratio of these errors {order_ratio:.2f}")
print("calibration levels R*:", *levels)
print("L found, shared clock:", *[f"{v:.4f}" for v in L_levels])
print(f"X_c recovered at R*={LEVEL}: {xc:.3f} fF")
L_hold = (dX0[3] - dX0[-4]) / xc
print(f"L for down 3 K -> up 4 K: {L_hold:.4f}")
print(f"L for down 3 K -> down 1 K: {(dX0[3] - dX0[1]) / xc:.4f}")
i = 301
mapped = transform(times, R[3], L_hold)
print(f"one step: source t {times[i]:.3f} -> {times[i+1]:.3f} s")
print(f"  R {R[3][i]:.5f} -> {R[3][i+1]:.5f}")
print(f"  exp(L R) {np.exp(L_hold*R[3][i]):.4f} -> {np.exp(L_hold*R[3][i+1]):.4f}")
print(f"  target t {mapped[i]:.3f} -> {mapped[i+1]:.3f} s")
print("up 4 K: R, source time, predicted time, simulated time (s)")
for v in (0.8, 0.5, 0.2, 0.05):
    t_src = crossing(times, R[3], v)
    t_pred = np.interp(t_src, times, mapped)
    t_sim = np.exp(log_time_at(-4, v))
    assert abs(t_pred / t_sim - 1) < 2e-3
    print(f"  {v:.2f}  {t_src:.2f}  {t_pred:.2f}  {t_sim:.2f}")
print("largest errors in R (dimensionless):")
print(f"  down 3 -> up 3 K {err[-3]:.1e}, up 3 -> down 3 K {err_back:.1e}")
print(f"  held out: up 4 K {err[-4]:.1e}, down 1 K {err[1]:.1e}")
print(f"  up 4 K without transformation {err_none:.3f}")
print(f"  up 4 K with constant time factor {factor:.3f}: {err_factor:.3f}")
print("separate mode clocks, L found:", *[f"{v:.3f}" for v in L_own])
print(f"  mode-state gap at R=0.5: {gap_own:.3f}")
print("largest errors in R for up 3 K, up 4 K, down 1 K:")
for name, case in (("separate mode clocks", err_own), ("Arrhenius curvature", err_arr),
                   (f"VFT curvature, T0={T_VFT:.0f} K", err_vft),
                   (f"thermal lag {LAG:.0f} s", err_lag),
                   (f"plateau error {PLATEAU_ERROR} fF", err_off)):
    print(f"  {name}: {case[-3]:.5f} {case[-4]:.5f} {case[1]:.5f}")
print(f"noise {NOISE} fF, 20 points/decade, {len(xc_noisy)} trials:")
print(f"  X_c {np.mean(xc_noisy):.3f} +- {np.std(xc_noisy):.3f} fF")
print(f"  mean rms error in R for up 4 K {np.mean(rms_noisy):.5f}")
print(f"heat diffusion time, {GAP*1e6:.0f} um sample: {diffusion_time*1e3:.2f} ms")
print(f"slowest mode at {T_FINAL+min(JUMPS):.0f} K: {slow_cold:.0f} s")
print(f"  five such times: {5*slow_cold/86400:.2f} days")
print("ALL CHECKS PASSED")
```

Printed output:

```
final temperature 187 K, activation energy 2.0 eV
structural share 0.6, tau 1000 s, alpha -13 fF/K
mode weights: 0.05 0.08 0.14 0.24 0.33 0.16
mode times (s): 10.0 31.6 100.0 316.2 1000.0 3162.3
clock sensitivity: total 0.6637 /K, structural 0.3982 /K
initial dX0: down 3 K -39 fF, up 3 K 39 fF
initial dX0: up 4 K 52 fF, down 1 K -13 fF
X_c put into the model -32.645 fF, L of the 3 K pair 2.3893
R=0.5: largest mode-state gap, shared clock 4.8e-11
R=0.5: rate ratio down/up 3.3025, exp(L/2) 3.3025
time error at 10 and 20 points/decade: 2.25e-03, 5.61e-04
ratio of these errors 4.00
calibration levels R*: 0.8 0.5 0.3 0.1
L found, shared clock: 2.3893 2.3893 2.3894 2.3894
X_c recovered at R*=0.3: -32.644 fF
L for down 3 K -> up 4 K: 2.7877
L for down 3 K -> down 1 K: 0.7965
one step: source t 100.000 -> 102.329 s
  R 0.54426 -> 0.54059
  exp(L R) 4.5595 -> 4.5131
  target t 690.191 -> 700.757 s
up 4 K: R, source time, predicted time, simulated time (s)
  0.80  14.53  168.43  168.41
  0.50  131.56  825.22  825.14
  0.20  834.73  2505.20  2504.97
  0.05  3282.82  5759.24  5758.54
largest errors in R (dimensionless):
  down 3 -> up 3 K 2.5e-05, up 3 -> down 3 K 2.3e-05
  held out: up 4 K 3.0e-05, down 1 K 1.4e-05
  up 4 K without transformation 0.352
  up 4 K with constant time factor 6.272: 0.141
separate mode clocks, L found: 2.136 2.573 3.017 3.849
  mode-state gap at R=0.5: 0.132
largest errors in R for up 3 K, up 4 K, down 1 K:
  separate mode clocks: 0.10691 0.12947 0.03115
  Arrhenius curvature: 0.00002 0.00194 0.00157
  VFT curvature, T0=130 K: 0.00030 0.00698 0.00508
  thermal lag 2 s: 0.02039 0.02220 0.00826
  plateau error 0.2 fF: 0.01029 0.00902 0.01047
noise 0.05 fF, 20 points/decade, 200 trials:
  X_c -32.658 +- 0.174 fF
  mean rms error in R for up 4 K 0.00137
heat diffusion time, 50 um sample: 2.53 ms
slowest mode at 183 K: 44975 s
  five such times: 2.60 days
ALL CHECKS PASSED
```
